# Interstitial supersaturation from buried boron markers: convolution fitting and error analysis: a numerical check

```python
# RESULT UNDER TEST
# The time-averaged interstitial supersaturation at a buried boron marker is
#     Sbar = q / (Dstar * t),   q = integral of Dstar*S dt,
# where q is found from   annealed counts = s * K(q, lam) * as-grown counts + c
# and K multiplies each Fourier component by exp(-q k^2 / (1 + lam^2 k^2)).
# Symbols: S supersaturation, Dstar unenhanced boron diffusivity (nm^2/s),
# lam migration length of mobile boron (nm), t anneal time (s), k wavenumber,
# s scale factor, c background offset. Depths are in nm, energies in eV.
import numpy as np
from scipy import constants, sparse
from scipy.fft import fft, ifft, fftfreq
from scipy.integrate import quad, solve_ivp
from scipy.linalg import cholesky, circulant, solve_triangular
from scipy.ndimage import gaussian_filter1d
from scipy.optimize import least_squares
from scipy.stats import exponnorm, norm

rng = np.random.default_rng(12345)
kB = constants.k / constants.e

# ---------------- round model parameters ----------------
T_anneal, t_anneal = 1073.15, 600.0
D0_cm2, E_act = 1.0, 3.5
lam_true = 4.0
S_amp, S_tau, S_len = 500.0, 120.0, 1000.0
depths = {"shallow": 200.0, "deep": 1000.0}
total_counts, background = 5.0e4, 20.0
dose_cm2, n_i = 5.0e11, 2.0e18
sig_res, tail_res = 2.0, 3.0


def d_star(temp):
    return D0_cm2 * 1e14 * np.exp(-E_act / (kB * temp))


D_un = d_star(T_anneal)


def supersat(depth, time):
    return 1.0 + S_amp * np.exp(-depth / S_len - time / S_tau)


def true_mean(depth):
    return quad(lambda u: supersat(depth, u), 0, t_anneal)[0] / t_anneal


# ---------------- fine simulation grid and SIMS channels ----------------
dx, per_channel, n_ch, pad = 0.5, 4, 131, 100
h = dx * per_channel
n_fine = n_ch * per_channel + 2 * pad
z = (np.arange(n_fine) - (n_fine - 1) / 2) * dx
x_ch = (np.arange(n_ch) - (n_ch - 1) / 2) * h
grown = norm.cdf((z + 3) / 2) - norm.cdf((z - 3) / 2)
grown /= grown.sum() * dx


def simulate(s_of_zt):
    """Explicit substitutional + mobile boron, finite differences in depth."""
    r = 200.0                       # capture rate of mobile boron, 1/s
    d_mobile = lam_true**2 * r
    g0 = D_un / lam_true**2         # kick-out rate at S = 1
    main = -2.0 * np.ones(n_fine)
    main[0] = main[-1] = -1.0
    side = np.ones(n_fine - 1)
    lap = sparse.diags([side, main, side], [-1, 0, 1], format="csr") / dx**2
    eye = sparse.identity(n_fine, format="csr")

    def rhs(time, y):
        sub, mob = y[:n_fine], y[n_fine:]
        swap = g0 * s_of_zt(z, time) * sub - r * mob
        return np.concatenate([-swap, d_mobile * (lap @ mob) + swap])

    def jac(time, y):
        g = sparse.diags(g0 * s_of_zt(z, time) * np.ones(n_fine))
        return sparse.bmat([[-g, r * eye], [g, d_mobile * lap - r * eye]],
                           format="csc")

    start = np.concatenate([grown, np.zeros(n_fine)])
    sol = solve_ivp(rhs, (0, t_anneal), start, method="BDF", jac=jac,
                    rtol=1e-6, atol=1e-10, t_eval=[t_anneal])
    assert sol.success
    return sol.y[:n_fine, -1] + sol.y[n_fine:, -1]


def measure(profile, sigma=sig_res):
    """Mean SIMS counts: asymmetric depth response, then channel sums."""
    u = np.arange(-80, 81) * dx
    resp = exponnorm.pdf(u, tail_res / sigma, loc=0, scale=sigma)
    resp /= resp.sum()
    seen = np.convolve(profile, resp, mode="same")[pad:-pad]
    frac = seen.reshape(n_ch, per_channel).sum(axis=1) * dx
    return total_counts * frac + background


def transport_matrix(q, lam2, shift):
    k = 2 * np.pi * fftfreq(n_ch, h)
    return circulant(ifft(np.exp(-q * k**2 / (1 + lam2 * k**2)
                                 - 1j * k * shift)).real)


def moment_q(ref, ann):
    def variance(c):
        w = c - 0.5 * (c[:10].mean() + c[-10:].mean())
        mid = (w @ x_ch) / w.sum()
        return (w @ (x_ch - mid)**2) / w.sum()
    return 0.5 * (variance(ann) - variance(ref))


def fit(ref, ann, gaussian=False):
    """Fit ln q, ln lam^2, shift, scale, offset with noise in both profiles."""
    ref, ann = np.asarray(ref, float), np.asarray(ann, float)
    var_ref = np.maximum(ref, 1.0)
    var_ann = np.maximum(gaussian_filter1d(ann, 2.0, mode="wrap"), 1.0)
    full = np.array([np.log(max(moment_q(ref, ann), 5.0)),
                     -np.inf if gaussian else np.log(10.0), 0.0, 1.0, 0.0])
    active = [0, 2, 3, 4] if gaussian else [0, 1, 2, 3, 4]
    step = 1e-5

    def parts(p):
        th = full.copy()
        th[active] = p
        return transport_matrix(np.exp(th[0]), np.exp(th[1]), th[2]), th[3], th[4]

    def chol_of(K, s):
        return cholesky(np.diag(var_ann) + s * s * (K * var_ref) @ K.T, lower=True)

    def white(p):
        K, s, c = parts(p)
        return solve_triangular(chol_of(K, s), ann - s * (K @ ref) - c, lower=True)

    def jac(p):
        base = white(p)
        return np.array([(white(p + step * e) - base) / step
                         for e in np.eye(len(p))]).T

    res = least_squares(white, full[active], jac=jac, method="lm")
    assert res.success
    K, s, c = parts(res.x)
    L = chol_of(K, s)
    back = solve_triangular(L, white(res.x), lower=True, trans="T")
    latent = ref + s * var_ref * (K.T @ back)

    def mean_counts(p):
        Kp, sp, cp = parts(p)
        return sp * (Kp @ latent) + cp

    J = np.array([(mean_counts(res.x + step * e) - mean_counts(res.x - step * e))
                  / (2 * step) for e in np.eye(len(active))]).T
    W = solve_triangular(L, J, lower=True)
    cov = np.linalg.inv(W.T @ W)
    out = dict(q=np.exp(res.x[0]), sd=np.sqrt(cov[0, 0]), chi2=2 * res.cost,
               K=K, s=s, c=c, var_ref=var_ref, var_ann=var_ann)
    if not gaussian:
        out["lam"] = np.exp(0.5 * res.x[1])
        out["sd_lam"] = 0.5 * out["lam"] * np.sqrt(cov[1, 1])
    return out


# ---------------- moments in a strong linear gradient of S ----------------
S_mid, ramp_len = 50.0, 300.0
tilted = simulate(lambda zz, time: S_mid * (1 + zz / ramp_len))
centroid = (tilted @ z) * dx
growth = (tilted @ (z - centroid)**2 - grown @ z**2) * dx
growth_law = 2 * D_un * S_mid * t_anneal
fick_shift = D_un * S_mid * t_anneal / ramp_len
assert abs(centroid) < 0.05 * fick_shift
assert abs(growth / growth_law - 1) < 3e-3

# ---------------- convolution law with time-dependent S ----------------
ref_mean = measure(grown)
x_s = depths["shallow"]
q_s = D_un * t_anneal * true_mean(x_s)
uniform = simulate(lambda zz, time: supersat(x_s, time))
seen_uniform = measure(uniform)
predicted = transport_matrix(q_s, lam_true**2, 0.0) @ ref_mean
kernel_error = np.max(np.abs(predicted - seen_uniform)) / seen_uniform.max()
assert kernel_error < 3e-3

# ---------------- synthetic experiment with S varying in depth and time ------
ref_data = rng.poisson(ref_mean).astype(float)
results, clean, ann_mean, data = {}, {}, {}, {}
for name, depth in depths.items():
    final = simulate(lambda zz, time, d=depth: supersat(d + zz, time))
    ann_mean[name] = measure(final)
    clean[name] = fit(ref_mean, ann_mean[name])
    q_true = D_un * t_anneal * true_mean(depth)
    assert abs(clean[name]["q"] / q_true - 1) < 0.02
    assert abs(clean[name]["lam"] / lam_true - 1) < 0.05
    own_ref = ref_data if name == "shallow" else rng.poisson(ref_mean).astype(float)
    data[name] = (own_ref, rng.poisson(ann_mean[name]).astype(float))
    results[name] = fit(*data[name])
    assert abs(np.log(results[name]["q"] / q_true)) < 4 * results[name]["sd"] + 0.02

# chi^2 equals the explicit minimum over the unknown true as-grown counts
f = results["deep"]
a, b = data["deep"]
wa, wb = 1 / np.sqrt(f["var_ref"]), 1 / np.sqrt(f["var_ann"])
design = np.vstack([np.diag(wa), wb[:, None] * f["s"] * f["K"]])
target = np.concatenate([wa * a, wb * (b - f["c"])])
latent_fit = np.linalg.lstsq(design, target, rcond=None)[0]
joint = np.sum((target - design @ latent_fit)**2)
assert abs(joint / f["chi2"] - 1) < 1e-6

# ---------------- repeated Poisson data: bias, scatter, chi^2 ----------------
n_rep = 120
reps = [fit(rng.poisson(ref_mean), rng.poisson(ann_mean["deep"]))
        for _ in range(n_rep)]
log_q = np.log([r["q"] for r in reps])
scatter = log_q.std(ddof=1)
claimed = np.sqrt(np.mean([r["sd"]**2 for r in reps]))
rep_bias = log_q.mean() - np.log(clean["deep"]["q"])
chi_dof = np.mean([r["chi2"] for r in reps]) / (n_ch - 5)
assert abs(rep_bias) < 4 * scatter / np.sqrt(n_rep)
assert 0.75 < scatter / claimed < 1.3
assert 0.9 < chi_dof < 1.1

# ---------------- uncertainty of the unenhanced diffusivity ----------------
T_ref, sig_ref, sig_E, sig_T, sig_z = 1223.15, 0.15, 0.10, 3.0, 0.02
lever = 1 / (kB * T_anneal) - 1 / (kB * T_ref)
part_E = sig_E * lever
part_T = E_act * sig_T / (kB * T_anneal**2)
common = np.sqrt(sig_ref**2 + part_E**2 + part_T**2 + (2 * sig_z)**2)
sd_S = {m: np.hypot(common, results[m]["sd"]) for m in depths}
S_hat = {m: results[m]["q"] / (D_un * t_anneal) for m in depths}
sd_ratio = np.hypot(results["shallow"]["sd"], results["deep"]["sd"])
rho = common**2 / (sd_S["shallow"] * sd_S["deep"])

n_mc = 300000
temp = T_anneal + sig_T * rng.standard_normal(n_mc)
energy = E_act + sig_E * rng.standard_normal(n_mc)
d_ref = d_star(T_ref) * np.exp(sig_ref * rng.standard_normal(n_mc))
d_draw = d_ref * np.exp(-energy * (1 / (kB * temp) - 1 / (kB * T_ref)))
stretch = (1 + sig_z * rng.standard_normal(n_mc))**2
draw = {m: results[m]["q"] * stretch / (d_draw * t_anneal)
        * np.exp(results[m]["sd"] * rng.standard_normal(n_mc)) for m in depths}
interval = {}
for m in depths:
    interval[m] = S_hat[m] * np.exp(norm.ppf([0.025, 0.975]) * sd_S[m])
    sampled = np.quantile(draw[m], [0.025, 0.5, 0.975])
    law = np.array([interval[m][0], S_hat[m], interval[m][1]])
    assert np.max(np.abs(sampled / law - 1)) < 0.03
rho_mc = np.corrcoef(np.log(draw["shallow"]), np.log(draw["deep"]))[0, 1]
assert abs(rho_mc - rho) < 0.01
mean_excess = draw["shallow"].mean() / S_hat["shallow"] - 1
assert abs(mean_excess - (np.exp(sd_S["shallow"]**2 / 2) - 1)) < 0.005

# ---------------- sizes of neglected effects ----------------
gauss = {m: fit(ref_mean, ann_mean[m], gaussian=True) for m in depths}
for m in depths:
    assert gauss[m]["chi2"] > clean[m]["chi2"] + 25
base_q = fit(ref_mean, seen_uniform)["q"]


def percent(profile, sigma=sig_res):
    return 100 * (fit(ref_mean, measure(profile, sigma))["q"] / base_q - 1)


k_fine = 2 * np.pi * fftfreq(n_fine, dx)
operator = -k_fine**2 / (1 + lam_true**2 * k_fine**2)


def fermi_rate(profile):
    c = dose_cm2 * 1e7 * profile / n_i
    hole_ratio = c / 2 + np.sqrt(1 + c**2 / 4)
    return ifft(operator * fft(profile * hole_ratio)).real


doped, n_step = grown.copy(), 400
dq = q_s / n_step
for _ in range(n_step):
    k1 = fermi_rate(doped)
    k2 = fermi_rate(doped + dq * k1 / 2)
    k3 = fermi_rate(doped + dq * k2 / 2)
    k4 = fermi_rate(doped + dq * k3)
    doped = doped + dq * (k1 + 2 * k2 + 2 * k3 + k4) / 6
fermi_bias = percent(doped)
stuck_bias = percent(0.95 * uniform + 0.05 * grown)
blur_bias = percent(uniform, sigma=3.0)
heat_rate = 50.0
ramp_q = quad(d_star, T_anneal - 200, T_anneal)[0] / heat_rate * supersat(x_s, 0)
f_int = 0.95
vac_bias = 100 * (1 / f_int - 1)

# ---------------- printed numbers ----------------
print(f"Anneal: T = {T_anneal:.2f} K, t = {t_anneal:.0f} s")
print(f"Dstar prefactor {D0_cm2:.1f} cm2/s, activation energy {E_act:.1f} eV")
print(f"Dstar at anneal = {D_un:.3e} nm2/s = {D_un*1e-14:.3e} cm2/s")
print(f"Dstar*t = {D_un*t_anneal:.3f} nm2, "
      f"sqrt(2 Dstar t) = {np.sqrt(2*D_un*t_anneal):.2f} nm")
print(f"S model: amplitude {S_amp:.0f}, decay {S_tau:.0f} s and {S_len:.0f} nm")
print(f"Migration length put in = {lam_true:.1f} nm")
print(f"Marker: box 6 nm, edge sigma 2 nm, dose {dose_cm2:.1e} cm-2, "
      f"peak {dose_cm2*1e7*grown.max():.2e} cm-3")
print(f"SIMS: sigma {sig_res:.0f} nm, tail {tail_res:.0f} nm, channel {h:.0f} nm, "
      f"{n_ch} channels")
print(f"Counts: marker {total_counts:.0f}, background {background:.0f} per channel")
print(f"Gradient test: S = {S_mid:.0f}(1+z/{ramp_len:.0f} nm), "
      f"centroid shift {centroid:.5f} nm")
print(f"  shift if flux were -Dstar S dC/dx: {fick_shift:.3f} nm")
print(f"  variance growth {growth:.3f} nm2, law {growth_law:.3f} nm2")
print(f"Convolution law: largest error / peak = {kernel_error:.2e}")
for m, depth in depths.items():
    r = results[m]
    print(f"[{m}] depth {depth:.0f} nm, S at start {supersat(depth, 0):.1f}, "
          f"at end {supersat(depth, t_anneal):.2f}")
    print(f"  true q = {D_un*t_anneal*true_mean(depth):.2f} nm2, "
          f"true Sbar = {true_mean(depth):.2f}")
    print(f"  moment start q = {moment_q(*data[m]):.2f} nm2")
    print(f"  fitted q = {r['q']:.2f} nm2, relative sd = {100*r['sd']:.2f} %")
    print(f"  fitted lam = {r['lam']:.2f} +- {r['sd_lam']:.2f} nm, "
          f"chi2 = {r['chi2']:.1f} for {n_ch-5} dof")
    print(f"  Sbar = {S_hat[m]:.2f}, sd of ln Sbar = {sd_S[m]:.3f}, "
          f"95% interval {interval[m][0]:.1f} to {interval[m][1]:.1f}")
    print(f"  noise-free bias of q (gradient, numerics) = "
          f"{100*(clean[m]['q']/(D_un*t_anneal*true_mean(depth))-1):.2f} %")
    print(f"  Gaussian kernel: bias of q {100*(gauss[m]['q']/clean[m]['q']-1):.2f} %, "
          f"chi2 excess {gauss[m]['chi2']-clean[m]['chi2']:.0f}")
print(f"{n_rep} repeats, deep: scatter {100*scatter:.2f} %, "
      f"predicted {100*claimed:.2f} %")
print(f"  mean shift of ln q {rep_bias:.4f}, mean chi2/dof {chi_dof:.3f}")
print(f"Dstar reference: T0 = {T_ref:.2f} K, sd of ln Dstar(T0) = {sig_ref:.2f}")
print(f"  sd of E {sig_E:.2f} eV, lever {lever:.3f} 1/eV, part {part_E:.3f}")
print(f"  sd of T {sig_T:.0f} K, part {part_T:.3f}")
print(f"  depth-scale sd {100*sig_z:.0f} %, part {2*sig_z:.3f}")
print(f"  common sd of ln Sbar = {common:.3f}")
print(f"Correlation of the two ln Sbar: law {rho:.4f}, sampled {rho_mc:.4f}")
print(f"Mean of Sbar above its median (shallow) = {100*mean_excess:.2f} %")
print(f"Ratio shallow/deep = {S_hat['shallow']/S_hat['deep']:.3f}, "
      f"relative sd {100*sd_ratio:.2f} %")
print(f"  true ratio = {true_mean(200.0)/true_mean(1000.0):.3f}")
print("Neglected effects, change of inferred Sbar, shallow marker:")
print(f"  Fermi level, n_i = {n_i:.1e} cm-3: {fermi_bias:+.2f} %")
print(f"  5 % immobile boron: {stuck_bias:+.2f} %")
print(f"  SIMS sigma 3 nm after anneal: {blur_bias:+.2f} %")
print(f"  heating at {heat_rate:.0f} K/s, S held at start value: "
      f"{100*ramp_q/q_s:+.2f} %")
print(f"  interstitial fraction {f_int:.2f}, no vacancies: true S higher by "
      f"{vac_bias:.2f} %")
print("OK")
```

Printed output:

```
Anneal: T = 1073.15 K, t = 600 s
Dstar prefactor 1.0 cm2/s, activation energy 3.5 eV
Dstar at anneal = 3.657e-03 nm2/s = 3.657e-17 cm2/s
Dstar*t = 2.194 nm2, sqrt(2 Dstar t) = 2.09 nm
S model: amplitude 500, decay 120 s and 1000 nm
Migration length put in = 4.0 nm
Marker: box 6 nm, edge sigma 2 nm, dose 5.0e+11 cm-2, peak 7.19e+17 cm-3
SIMS: sigma 2 nm, tail 3 nm, channel 2 nm, 131 channels
Counts: marker 50000, background 20 per channel
Gradient test: S = 50(1+z/300 nm), centroid shift -0.00000 nm
  shift if flux were -Dstar S dC/dx: 0.366 nm
  variance growth 219.410 nm2, law 219.424 nm2
Convolution law: largest error / peak = 2.01e-04
[shallow] depth 200 nm, S at start 410.4, at end 3.76
  true q = 180.63 nm2, true Sbar = 82.32
  moment start q = 192.09 nm2
  fitted q = 183.23 nm2, relative sd = 1.06 %
  fitted lam = 4.23 +- 0.17 nm, chi2 = 107.3 for 126 dof
  Sbar = 83.50, sd of ln Sbar = 0.230, 95% interval 53.2 to 131.1
  noise-free bias of q (gradient, numerics) = -0.03 %
  Gaussian kernel: bias of q -6.48 %, chi2 excess 138
[deep] depth 1000 nm, S at start 184.9, at end 2.24
  true q = 82.37 nm2, true Sbar = 37.54
  moment start q = 71.90 nm2
  fitted q = 81.70 nm2, relative sd = 1.15 %
  fitted lam = 3.87 +- 0.10 nm, chi2 = 122.6 for 126 dof
  Sbar = 37.24, sd of ln Sbar = 0.230, 95% interval 23.7 to 58.5
  noise-free bias of q (gradient, numerics) = 0.00 %
  Gaussian kernel: bias of q -13.04 %, chi2 excess 503
120 repeats, deep: scatter 1.17 %, predicted 1.15 %
  mean shift of ln q 0.0012, mean chi2/dof 0.981
Dstar reference: T0 = 1223.15 K, sd of ln Dstar(T0) = 0.15
  sd of E 0.10 eV, lever 1.326 1/eV, part 0.133
  sd of T 3 K, part 0.106
  depth-scale sd 2 %, part 0.040
  common sd of ln Sbar = 0.230
Correlation of the two ln Sbar: law 0.9977, sampled 0.9977
Mean of Sbar above its median (shallow) = 2.72 %
Ratio shallow/deep = 2.243, relative sd 1.56 %
  true ratio = 2.193
Neglected effects, change of inferred Sbar, shallow marker:
  Fermi level, n_i = 2.0e+18 cm-3: +3.49 %
  5 % immobile boron: -1.74 %
  SIMS sigma 3 nm after anneal: +1.37 %
  heating at 50 K/s, S held at start value: +0.45 %
  interstitial fraction 0.95, no vacancies: true S higher by 5.26 %
OK
```
